# The Fang–Howard inversion layer without image terms: two derivations

## One electron against a wall

Consider a p-type semiconductor filling the half-space \(z>0\), with an oxide on the other side of \(z=0\). A positive gate draws electrons towards the interface. Behind them lies a depletion layer of negatively charged acceptors, with sheet number density \(N_d\). The simplest case has so few electrons that they do not affect one another.

Hartree atomic units are used, so that \(\hbar=e=m_e=4\pi\varepsilon_0=1\). The semiconductor has dielectric constant \(\kappa\), and \(m\) is the electron mass for motion normal to the interface. If the depletion layer is much wider than the electron state, nearly all its charge lies beyond the electron. Gauss's law then gives a uniform field of magnitude \(F=4\pi N_d/\kappa\). The field pushes the electron towards the wall, so its potential energy rises inwards as \(V_d(z)=Fz\), with its zero at the interface.

The oxide is treated as an impenetrable barrier, so the wave function vanishes at \(z=0\). A one-parameter state with this property is the Fang–Howard function

\[
\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad b>0 .
\]

All averages follow from \(\int_0^\infty z^n e^{-bz}dz=n!/b^{n+1}\). The norm is \((b^3/2)(2/b^3)=1\), and the mean distance is

\[
\langle z\rangle=\frac{b^3}{2}\,\frac{6}{b^4}=\frac{3}{b}.
\]

Since \(\psi'=\sqrt{b^3/2}\,(1-bz/2)e^{-bz/2}\), the kinetic energy is

\[
T=\frac{1}{2m}\int_0^\infty(\psi')^2dz
=\frac{b^3}{4m}\left(\frac1b-\frac{b}{b^2}+\frac{b^2}{4}\frac{2}{b^3}\right)
=\frac{b^2}{8m}.
\]

The energy \(b^2/(8m)+3F/b\) shows the competition. A large \(b\) squeezes the electron and costs kinetic energy; a small \(b\) lets it climb the potential. Setting the derivative to zero gives

\[
\frac{b}{4m}=\frac{3F}{b^2},\qquad
b^3=12mF=\frac{48\pi m}{\kappa}N_d .
\]

The cube thus comes from balancing a term that grows as \(b^2\) against one that falls as \(1/b\).

This case can also be solved without a trial function. The ground level in a linear potential with a hard wall is \(|a_1|(F^2/2m)^{1/3}\), where \(a_1\) is the first zero of the Airy function. The trial energy lies 5.9 percent above it. Both energies scale as \((F^2/m)^{1/3}\), so this relative error does not depend on the field or the mass.

## What changes when the electrons repel

Now let the inversion layer have sheet number density \(N_s\), with all its electrons in the lowest subband at zero temperature. The result to be derived is

\[
b^3=\frac{48\pi m}{\kappa}\,N^*,\qquad N^*=N_d+\frac{11}{32}N_s .
\]

The proportionality holds at fixed \(m\) and \(\kappa\). Multiplying both densities by the elementary charge turns \(N^*\) into the corresponding sum of charge magnitudes.

The treatment is a mean-field one: each electron moves in the average field of all charges, and exchange and correlation are left out. Also left out is the image term, which is the action of an electron on itself through the polarisation that it induces at the interface. Both densities are held fixed while \(b\) varies. The in-plane kinetic energy then depends on \(N_s\) but not on \(b\), and it is omitted from the energies below.

Let \(\rho=\psi^2\), and let \(P(z)\) be the fraction of inversion electrons lying beyond \(z\). With \(t=bz\), two integrations by parts give

\[
P=\frac12\int_t^\infty s^2e^{-s}ds
=\frac12\left[t^2+2t+2\right]e^{-t}
=e^{-t}\left(1+t+\frac{t^2}{2}\right).
\]

The field vanishes deep in the semiconductor, so the field at \(z\) is set by the charge beyond \(z\). The potential energy \(V=V_d+V_s\) of an electron has the slope

\[
\frac{dV}{dz}=\frac{4\pi}{\kappa}\left[N_d+N_sP(z)\right].
\]

At the interface an electron feels the whole inversion charge, and far inside it feels none. This is why \(N_s\) must enter with a smaller weight than \(N_d\).

## First derivation: minimise the total energy

The electrostatic energy density in atomic units is \(\kappa/(8\pi)\) times the squared field. The energy per unit area in the semiconductor is therefore

\[
U=\frac{\kappa}{8\pi}\left(\frac{4\pi}{\kappa}\right)^2\int(N_d+N_sP)^2dz
=\frac{2\pi}{\kappa}\int\left(N_d^2+2N_dN_sP+N_s^2P^2\right)dz .
\]

The first term does not involve \(b\). Neither does the energy in the oxide, whose field is fixed by the total charge. Dropping both and dividing by \(N_s\) gives the electrostatic energy per inversion electron:

\[
u(b)=\frac{4\pi N_d}{\kappa}\int_0^\infty P\,dz+\frac{2\pi N_s}{\kappa}\int_0^\infty P^2dz .
\]

Because \(P'=-\rho\), integration by parts turns the first integral into \(\int z\rho\,dz=\langle z\rangle=3/b\). The boundary term \(zP\) vanishes at both ends. For the second integral, the square of the polynomial in \(P\) is

\[
\left(1+t+\frac{t^2}{2}\right)^2=1+2t+2t^2+t^3+\frac{t^4}{4}.
\]

With \(\int_0^\infty t^ne^{-2t}dt=n!/2^{n+1}\) and \(dz=dt/b\), this yields

\[
\int_0^\infty P^2dz=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33}{16\,b}.
\]

The same integral gives the mean inversion potential. Integrating by parts again,

\[
\langle V_s\rangle=-\int V_sP'dz=\int V_s'P\,dz
=\frac{4\pi N_s}{\kappa}\,\frac{33}{16\,b}.
\]

Thus \(u=\langle V_d\rangle+\tfrac12\langle V_s\rangle\). The half has come out of the field energy: the repulsion of a pair belongs to two electrons and must be counted once. The depletion charge is external to the inversion layer, so its interaction carries no such half.

The energy per electron is now

\[
E(b)=\frac{b^2}{8m}+\frac{12\pi N_d}{\kappa b}+\frac{33\pi N_s}{8\kappa b}
=\frac{b^2}{8m}+\frac{12\pi}{\kappa b}\left(N_d+\frac{11}{32}N_s\right),
\]

because \((33/8)/12=11/32\). Its derivative vanishes when

\[
\frac{b}{4m}-\frac{12\pi N^*}{\kappa b^2}=0
\quad\Longrightarrow\quad
b^3=\frac{48\pi m}{\kappa}N^* .
\]

For \(N^*>0\) the energy rises without limit as \(b\to0\) and as \(b\to\infty\), and it has this one stationary point between. The point is therefore the global minimum within the trial family.

Multiplying the stationary condition by \(b\) gives \(b^2/(4m)=12\pi N^*/(\kappa b)\), which says that \(u=2T\). Hence \(E=3T\) at the minimum.

## Second derivation: one electron in a frozen potential

The result can also be found without writing down a total energy. Suppose that the other electrons already have a Fang–Howard density with parameter \(b_0\). They produce a fixed potential \(V_s^{(0)}(z)\). One electron with its own parameter \(b\) adjusts to that potential, and its energy is

\[
\epsilon(b)=\frac{b^2}{8m}+\frac{12\pi N_d}{\kappa b}+\int_0^\infty V_s^{(0)}(z)\,\rho_b(z)\,dz .
\]

There is no half here, since this is the full potential energy of one electron in a given field.

To differentiate the last term, write \(\rho_b(z)=b\,g(bz)\) with \(g(t)=t^2e^{-t}/2\). The substitution \(z=t/b\) moves the dependence on \(b\) into the potential:

\[
\frac{d}{db}\int_0^\infty V_s^{(0)}\!\left(\frac tb\right)g(t)\,dt
=-\frac1b\int_0^\infty z\,\frac{dV_s^{(0)}}{dz}\,\rho_b(z)\,dz .
\]

Self-consistency requires the electron to be like the others, so \(b_0=b\) is set after the differentiation. The slope is then \((4\pi N_s/\kappa)P\), and the integral needed is

\[
\int_0^\infty zP\rho\,dz
=\frac{1}{2b}\int_0^\infty\left(t^3+t^4+\frac{t^5}{2}\right)e^{-2t}dt
=\frac{1}{2b}\left(\frac38+\frac34+\frac{15}{16}\right)=\frac{33}{32\,b}.
\]

The condition \(d\epsilon/db=0\) becomes

\[
\frac{b}{4m}=\frac{12\pi N_d}{\kappa b^2}+\frac{4\pi N_s}{\kappa b^2}\,\frac{33}{32}
=\frac{12\pi}{\kappa b^2}\left(N_d+\frac{11}{32}N_s\right),
\]

which is the previous condition.

This route gives the weight a direct meaning:

\[
\frac{11}{32}=\frac{\langle zP\rangle}{\langle z\rangle}.
\]

It is the fraction of the inversion charge lying beyond an electron, averaged with weight \(z\). An unweighted average would give \(\int P\rho\,dz=-\tfrac12[P^2]_0^\infty=\tfrac12\). The weight \(z\) enters because a change of \(b\) stretches the layer and moves each part in proportion to its distance from the wall. The outer parts move most, and they feel the least inversion field.

## What each derivation assumes

Both derivations use the same trial function, hard wall, linear depletion potential and mean field. They differ in what is held fixed.

The first needs a total energy in which each interaction is counted once, with the charges fixed. In return it shows that the solution minimises the energy of the whole layer within the trial family. It also bounds the lowest mean-field energy of this model from above, because the trial functions are a subset of all admissible single-subband states.

The second needs the potential felt by one electron and the requirement of self-consistency. It does not supply the energy of the layer. The order of operations matters: the potential is held fixed during differentiation and matched afterwards.

The two agree because the interaction is symmetric. The inversion potential can be written as

\[
V_s(z)=\frac{4\pi N_s}{\kappa}\int_0^\infty\min(z,z')\,\rho(z')\,dz' .
\]

When \(\tfrac12\langle V_s\rangle\) is differentiated, the two densities in the double integral contribute equally. Their sum cancels the half and leaves the derivative in a frozen potential. A mean field with an asymmetric kernel would not ensure this agreement.

Mixing the two procedures gives a different answer. The self-consistent subband level is \(T+\langle V_d\rangle+\langle V_s\rangle\). If it is minimised while its own potential changes with \(b\), the inversion term is doubled and the weight becomes \(11/16\). That calculation minimises neither the energy of the layer nor the energy of an electron in a given potential.

## A numerical case

Take the round model parameters \(m=0.5\), \(\kappa=10\), \(N_d=1.0\times10^{-5}\) and \(N_s=3.2\times10^{-5}\) per square bohr. Then

\[
N^*=\left(1.0+\frac{11}{32}\times3.2\right)\times10^{-5}=2.1\times10^{-5}\ \text{bohr}^{-2},
\]

\[
b^3=\frac{48\pi\times0.5}{10}\times2.1\times10^{-5}=1.583\times10^{-4}\ \text{bohr}^{-3}.
\]

Hence \(b=0.0541\ \text{bohr}^{-1}\), and the mean distance is \(3/b=55.5\) bohr, or 2.93 nm. There are 3.2 times as many inversion electrons as depletion charges, yet the two terms in \(N^*\) are nearly equal.

Direct numerical minimisation of the total energy gives the same \(b\) to the digits shown, as does minimisation in the frozen potential. Minimising the self-consistent level instead gives \(0.0623\ \text{bohr}^{-1}\), about 15 percent too large relative to the correct minimum.

The energy contributions, in units of \(10^{-4}\) hartree, are \(T=7.317\), \(\langle V_d\rangle=6.968\) and \(\tfrac12\langle V_s\rangle=7.665\). The last two add to \(14.633\), which is \(2T\) within rounding. The energy per electron is

\[
E=(7.317+6.968+7.665)\times10^{-4}\approx2.195\times10^{-3}\ \text{hartree},
\]

or 59.7 meV. The subband level contains the other half of \(\langle V_s\rangle\) as well and lies at \(2.96\times10^{-3}\) hartree, or 80.6 meV.

A numerical self-consistent solution of the Schrödinger and Poisson equations removes the restriction on the wave-function shape but keeps the other assumptions. Its energy is \(2.129\times10^{-3}\) hartree, so the trial energy is 3.1 percent too high relative to it. The mean distance is 52.0 bohr, so the trial layer lies about 7 percent too far from the wall. A relative energy error is thus no direct measure of the error in the charge profile.

## Limits and failure of the cube law

When \(N_s\ll N_d\), the opening case returns. When \(N_d\ll N_s\), the electrons are held by the field that balances their own charge, and

\[
b^3\to\frac{33\pi m}{2\kappa}N_s .
\]

The layer then narrows as \(N_s^{-1/3}\), as long as only one subband is filled. That condition fails at high density, because the in-plane Fermi energy grows as \(N_s\) while the confinement energies grow only as \(N_s^{2/3}\). With the \(m\), \(\kappa\) and \(N_d\) of the example, the Fermi energy is 0.8 of the self-consistent subband spacing at \(N_s=3\times10^{-4}\) per square bohr and 1.5 times the spacing at \(N_s=10^{-3}\) per square bohr. The two contributions to \(N^*\) are equal at \(N_s=(32/11)N_d\).

The linear depletion potential requires a wide depletion layer. For uniformly distributed acceptors in a layer of width \(z_d\), the potential is \((4\pi N_d/\kappa)[z-z^2/(2z_d)]\). Since \(\langle z^2\rangle=(b^3/2)(24/b^5)=12/b^2\), the energy gains the term \(-24\pi N_d/(\kappa b^2z_d)\). Its derivative is \(+48\pi N_d/(\kappa b^3z_d)\), and the stationary condition becomes

\[
b^3=\frac{48\pi m}{\kappa}\left[N_d\left(1-\frac{4}{bz_d}\right)+\frac{11}{32}N_s\right].
\]

The relevant root is the one with \(bz_d\gg1\), where the electrons lie well inside the depletion layer. For the round value \(z_d=20000\) bohr in the example, \(b\) falls by only 0.06 percent. This width illustrates the limit of a wide layer and does not describe a typical device: it implies a band bending \(2\pi N_dz_d/\kappa\) of 3.4 eV, well above the gap of silicon or gallium arsenide. A bending of 1 eV corresponds to a width of about 5850 bohr, and \(b\) then falls by 0.2 percent.

The single-subband assumption can be checked too. For an isotropic mass, two spin states and one valley, the filled circle in wave-vector space gives \(N_s=k_F^2/(2\pi)\). The Fermi energy above the subband edge is therefore \(k_F^2/(2m)=\pi N_s/m=2.0\times10^{-4}\) hartree. The self-consistent spacing to the next subband is \(1.21\times10^{-3}\) hartree, about six times larger, so only the lowest subband is occupied at zero temperature. This does not carry over to room temperature. At 300 K the thermal energy is \(9.5\times10^{-4}\) hartree, close to the spacing, and an estimate with the three lowest levels held fixed puts about 30 percent of the electrons in higher subbands; at 77 K the share is about 1 percent.

An image term would change the form of the law. A classical image energy varies as \(1/z\), and

\[
\left\langle\frac1z\right\rangle=\frac{b^3}{2}\int_0^\infty z\,e^{-bz}dz=\frac b2 .
\]

It would add a constant to \(dE/db\), and \(b^3\) would no longer be proportional to \(N^*\). Penetration into the oxide, occupation of higher subbands, and exchange and correlation also lie outside the derivation. In the example these omissions are larger than the error of the trial function. For an oxide with dielectric constant \(\kappa_{ox}=3.9\), the image energy \((\kappa-\kappa_{ox})/[4\kappa(\kappa+\kappa_{ox})z]\) averages to \(3.0\times10^{-4}\) hartree, about 14 percent of \(E\), and lowers \(b\) by about 6 percent. The in-plane density corresponds to \(r_s\approx5\); the exchange energy in the trial state is about \(-4.7\times10^{-4}\) hartree per electron, 22 percent of \(E\) in magnitude, and it raises \(b\) by about 2 percent. A barrier of 3.1 eV with the same mass on both sides lowers the self-consistent level from \(2.90\times10^{-3}\) to \(2.74\times10^{-3}\) hartree and the mean distance from 52 to 49 bohr. The 3.1 percent found above is thus an error within the mean-field model, not against a real inversion layer.

In SI units, with \(\varepsilon=\kappa\varepsilon_0\), \(m\) in kilograms and densities per square metre, the result reads

\[
b^3=\frac{12me^2}{\varepsilon\hbar^2}\left(N_d+\frac{11}{32}N_s\right).
\]

The numerical output below gives the values to more digits.

## Computed values

```
mass m = 0.5 electron masses
dielectric constant kappa = 10.0
N_d = 1.00e-05 bohr^-2
N_s = 3.20e-05 bohr^-2
depletion width z_d = 20000 bohr
scaled pair integral = 33/16 (dimensionless)
exact weight of N_s = 11/32 (dimensionless)
weight from numerical minimum = 0.3438
weight if level is minimised = 0.6875
N* = 2.100e-05 bohr^-2
b^3 = 1.58336e-04 bohr^-3
b, formula = 0.054100 bohr^-1
b, numerical minimum = 0.054100 bohr^-1
b, frozen potential = 0.054100 bohr^-1
b, level minimised = 0.062255 bohr^-1
b, formula = 1.0223 nm^-1
mean distance, trial = 55.453 bohr
mean distance, trial = 2.934 nm
mean distance, Hartree = 51.993 bohr
kinetic energy T = 7.316875e-04 hartree
<V_d> = 6.968473e-04 hartree
<V_s> = 1.533063e-03 hartree
<V_s>/2 = 7.665317e-04 hartree
field energy per electron = 1.463379e-03 hartree
energy per electron, trial = 2.195067e-03 hartree
energy per electron, trial = 59.731 meV
energy per electron, Hartree = 2.129361e-03 hartree
trial energy excess = 3.086 percent
subband level, trial = 2.961598e-03 hartree
subband level, trial = 80.589 meV
subband level, Hartree = 2.895578e-03 hartree
next subband level, Hartree = 4.107839e-03 hartree
subband spacing, Hartree = 1.212262e-03 hartree
Fermi energy above subband = 2.010619e-04 hartree
N_s=0: Airy level = 1.263779e-03 hartree
N_s=0: trial energy excess = 5.917 percent
finite z_d: b = 0.054068 bohr^-1
finite z_d: b change = -0.0588 percent
```
